# Ideal cleavage strength from the universal binding-energy curve

## Why modulus and surface energy need a third ingredient

Suppose the strength of a flawless dielectric is to be estimated from its elastic modulus and surface energy. Hooke's law gives a stress that rises with strain without limit, so it contains no strength. The surface energy gives the work needed to make two surfaces, but not the force at any stage of the separation.

A crude repair is to let one atomic gap obey Hooke's law until it has stored the whole work of separation, and then break. For a gap of stiffness $K$ and two surfaces of energy $\gamma$ each, this requires $\sigma^2/(2K)=2\gamma$, or $\sigma=\sqrt2\,\sqrt{2\gamma K}$. For the dense silica film treated below it gives about 37 GPa. A gap that softens along the particular curve introduced next gives 9.7 GPa from the same stiffness and surface energy. What is missing is the shape of the force curve between its elastic start and its vanishing end.

The universal binding-energy curve supplies such a shape. With Young's modulus $E$ and plane spacing $d$, it gives

$$\sigma_c=\frac1e\sqrt{\frac{2\gamma E}{d}},\qquad e=2.718\ldots$$

Tensile stress and opening are positive. Stress is force per original area, and strain is measured from the unloaded state. The quantity $2\gamma$ is the reversible work per area of making two surfaces. It is not the measured resistance to crack growth, which can include dissipation.

## First derivation: one gap pulled apart

Cut the solid in thought along one plane and move the two halves apart rigidly. Let $\delta$ be the increase of the gap beyond its equilibrium width. The assumed energy per area is

$$W(\delta)=2\gamma\left[1-(1+x)e^{-x}\right],\qquad x=\frac{\delta}{\lambda},$$

where $\lambda$ is a length still to be found. At $x=0$ the bracket vanishes. For large $x$ the exponential defeats the factor $1+x$, and $W\to2\gamma$. The curve therefore runs from zero to the work of separation. Because the halves move rigidly, setting the far end to $2\gamma$ assumes that the new surfaces do not rearrange. If they do, the reversible work is smaller than the work of rigid separation, and it is the latter that belongs in this curve. The shape between the end points is a model, not a theorem.

The traction is the derivative of the energy with respect to opening. Since

$$\frac{d}{dx}\left[(1+x)e^{-x}\right]=e^{-x}-(1+x)e^{-x}=-xe^{-x},$$

and $dx/d\delta=1/\lambda$,

$$T(\delta)=\frac{dW}{d\delta}=\frac{2\gamma}{\lambda}\,xe^{-x}.$$

A second derivative gives the stiffness at any opening:

$$T'(\delta)=\frac{2\gamma}{\lambda^2}(1-x)e^{-x}.$$

At zero opening this is $K=2\gamma/\lambda^2$. To relate $K$ to the modulus, treat the gap as a slab of thickness $d$. A strain $\varepsilon$ opens it by $\delta=\varepsilon d$ and produces the stress $E\varepsilon=(E/d)\delta$. The matching condition is therefore

$$\frac{2\gamma}{\lambda^2}=\frac Ed,\qquad \lambda=\sqrt{\frac{2\gamma d}{E}}.$$

The factor $1-x$ in $T'$ is positive below $x=1$ and negative above it, so the traction has its maximum at $\delta=\lambda$:

$$\sigma_c=T(\lambda)=\frac{2\gamma}{e\lambda}
=\frac{2\gamma}{e}\sqrt{\frac{E}{2\gamma d}}
=\frac1e\sqrt{\frac{2\gamma E}{d}}.$$

The last step uses $2\gamma/\sqrt{2\gamma}=\sqrt{2\gamma}$.

At the peak the stored energy is $W(\lambda)=2\gamma(1-2/e)$, or 26.4% of the work of separation. Most of the work is done after the greatest force has been passed. In the opposite limit, $\delta\ll\lambda$, expanding the exponential gives $T\approx(E/d)\delta(1-\delta/\lambda)$. Thus $\lambda$ also sets the first departure from Hooke's law.

## Second derivation: a stretched stack loses stability

Now consider a stack of $N\ge2$ gaps, with its two end planes held and its interior planes free to move. Neighbouring planes interact through the same function $W$, with $\lambda$ again unknown. No gap is chosen in advance as the one that will break.

Under uniform strain every gap opens by $\varepsilon d$. The energy per original volume is

$$u(\varepsilon)=\frac{N\,W(\varepsilon d)}{Nd}=\frac{W(\varepsilon d)}{d}.$$

The modulus for this stretch is the curvature of the energy at zero strain. The stack has no sideways motion, so it cannot distinguish Young's modulus, which belongs to free sides, from the modulus of a body with clamped sides; the two coincide when the Poisson ratio is zero. It is identified here with $E$, and the section on clamped sides gives the correction. Each strain derivative brings a factor $d$, so

$$E=u''(0)=d\,W''(0)=\frac{2\gamma d}{\lambda^2}.$$

Define $\varepsilon_c=\lambda/d$. The last equation becomes $E=2\gamma/(d\varepsilon_c^2)$, and hence

$$\varepsilon_c=\sqrt{\frac{2\gamma}{Ed}}.$$

The stress in the uniform stack is

$$\sigma(\varepsilon)=u'(\varepsilon)=W'(\varepsilon d)
=\frac{2\gamma}{\lambda}\frac{\varepsilon}{\varepsilon_c}e^{-\varepsilon/\varepsilon_c}
=E\varepsilon\,e^{-\varepsilon/\varepsilon_c},$$

because $2\gamma/(\lambda\varepsilon_c)=2\gamma/(d\varepsilon_c^2)=E$.

To find where uniform stretching ceases to be stable, displace plane $i$ by a small amount $w_i$, with $w_0=w_N=0$. The change in energy per area, to second order, is

$$\Delta U=W'(\varepsilon d)\sum_{i=1}^{N}(w_i-w_{i-1})
+\frac12W''(\varepsilon d)\sum_{i=1}^{N}(w_i-w_{i-1})^2.$$

The first sum telescopes to $w_N-w_0=0$. The second sum is positive unless all $w_i$ are equal, and the held ends then make them all zero. Stability therefore depends on the sign of

$$W''(\varepsilon d)=\frac{E}{d}\left(1-\frac{\varepsilon}{\varepsilon_c}\right)e^{-\varepsilon/\varepsilon_c}.$$

It changes sign at $\varepsilon=\varepsilon_c$. The stress there is

$$\sigma_c=\frac{E\varepsilon_c}{e}
=\frac Ee\sqrt{\frac{2\gamma}{Ed}}
=\frac1e\sqrt{\frac{2\gamma E}{d}}.$$

This form has a direct reading: at the critical strain the stress is $1/e$ of the value that Hooke's law would give.

A numerical test with eight gaps agrees. In units of $2\gamma/\lambda^2$, the lowest eigenvalue of the matrix of second derivatives is $+0.00173$ when every gap is opened by $0.97\lambda$. At $1.03\lambda$ even the highest is $-0.00163$.

## What each derivation assumes

Both derivations use the same energy curve. The first asks for the greatest force between two rigid halves. It holds for any initial gap stiffness $K$ in the form $\sigma_c=\sqrt{2\gamma K}/e$, and the identification $K=E/d$ is a separate premise. The second obtains that identification from the energy of the whole stack, but pays for it by assuming that neighbouring planes alone interact. It also shows that, for planes moving only along their normal, the peak is a limit of stability even when the ends are held. A three-dimensional solid can also shear or deform sideways, and may become unstable before this peak. Such motions are not included here.

### Metastability before the peak

Loss of stability against small displacements is not the same as loss of the lowest energy. At the peak the uniform stack stores $0.264N(2\gamma)$ per area. With four gaps this is already $1.06(2\gamma)$, more than the cost of complete separation at one gap. With four or more gaps, the uniform state just below the peak strain is therefore metastable. Three gaps also suffice: a state with one gap opened wide and the others partly relaxed has the lower energy once the uniform opening passes about $0.93\lambda$. With only two gaps and held ends it is still the state of lowest energy.

For a long stack the energies cross at small strain, where $W(\varepsilon d)\approx E\varepsilon^2d/2$. Setting $NE\varepsilon^2d/2=2\gamma$ gives a crossing stress $E\varepsilon=\sqrt{4\gamma E/(Nd)}$, which falls with length. The estimate is approached slowly: with the silica values used below it gives 3.7 GPa for $N=100$, where the energies actually cross at 3.4 GPa, and 1.18 against 1.15 GPa for $N=1000$. The ideal strength of the stack does not, because it marks the disappearance of the barrier to opening along the normal. Flaws matter because they offer a way past that barrier at much lower stress. What heat can do is examined below.

### Forces beyond neighbouring planes

Let planes a distance $r$ apart have interaction energy $\phi(r)$ per area. In a uniform crystal the energy per plane is $\sum_n\phi(nr)$. Two derivatives with respect to strain, divided by $d$ to give an energy per volume, yield

$$\frac Ed=\sum_{n\ge1}n^2\phi''(nd).$$

Across one cleaved gap there are $n$ pairs of planes initially separated by $nd$. All these distances grow by the same $\delta$, so

$$K=\sum_{n\ge1}n\,\phi''(nd).$$

The weights differ, and the two stiffnesses agree when terms with $n\ge2$ are absent. As an example take the Morse form $\phi=y^2-2y$, $y=e^{-\alpha(r-1)}$, in reduced units with $\alpha=3$. The equilibrium spacing is 0.964, and $K$ exceeds $E/d$ by a factor 1.117. The reason is that $\phi''=\alpha^2(4y^2-2y)$ is negative for $y<1/2$, which holds from the second neighbour outward. The weight $n^2$ counts these negative terms more heavily than the weight $n$.

For rigid cleavage of this stack, the peak traction is nevertheless 1.016 times the value from the formula with $E/d$. (The output labels this ratio "true peak / formula". The peak stress under uniform stretching is a different quantity when distant planes interact, and is not computed here.) The small difference hides a partial cancellation, which needs the effect of curve shape to explain it.

### The shape of the curve

Write $\sigma_c=c\sqrt{2\gamma K}$ and compare shapes at fixed $\gamma$ and $K$. The universal curve has $c=1/e=0.368$.

For a Morse traction $T=A(e^{-b\delta}-e^{-2b\delta})$, the work is $2\gamma=A/b-A/(2b)=A/(2b)$ and the initial slope is $K=Ab$. Their product is $A^2/2$. The maximum, at $e^{-b\delta}=1/2$, is $A/4$. Hence $c=(A/4)/(A/\sqrt2)=1/(2\sqrt2)=0.354$.

For a half-sine traction $T=\sigma_m\sin(\pi\delta/L)$, ending at $\delta=L$, the work is $2\sigma_mL/\pi$ and the slope is $\pi\sigma_m/L$. Their product is $2\sigma_m^2$, so $c=1/\sqrt2=0.707$.

The half-sine value is 1.92 times the universal one, so modulus and surface energy alone do not fix the strength.

The cancellation in the Morse stack can now be traced. With $s=e^{-\alpha\delta}$, the energy across its gap has the form $Bs^2-2As$. Equilibrium at $s=1$ requires $B=A$, so the rigid cleavage curve is itself a Morse curve. The larger stiffness raises the peak by $\sqrt{1.117}=1.057$, and the Morse shape multiplies it by $0.3536/0.3679=0.961$. The product is 1.016.

## A dense silica film

Take $E=70$ GPa, $\gamma=1.5$ J/m² and $d=0.30$ nm, rough typical values for a dense silica interlayer dielectric. Silica glass has no lattice planes, so $d$ is an effective spacing of bonded layers. Since 1 J/m² equals 1 GPa nm,

$$\frac Ed=\frac{70}{0.30}=233\ \text{GPa/nm},\qquad
\lambda=\sqrt{\frac{3.00}{233}}=0.113\ \text{nm},$$

$$\sigma_c=\frac{3.00}{2.718\times0.1134}=9.7\ \text{GPa}.$$

This is about 61 eV/nm³. The peak strain is $\lambda/d=0.38$, far outside linear elasticity. At openings of $0.5\lambda$, $\lambda$, $2\lambda$ and $4\lambda$ the traction is 8.0, 9.7, 7.2 and 1.9 GPa.

The choice of $d$ matters. With the other inputs held fixed, $d=0.16$ nm raises the strength to 13.3 GPa, as expected from $\sigma_c\propto d^{-1/2}$. The half-sine curve, with the original $d$, gives 18.7 GPa. The single figure 9.7 GPa therefore sets a scale, not a precise prediction.

### Clamped sides

Young's modulus belongs to a body whose sides are free to contract. A wide film held by a stiff substrate and pulled along its normal $z$ cannot contract sideways. With Poisson ratio $\nu$, zero lateral strain requires $\sigma_x-\nu(\sigma_x+\sigma_z)=0$, so $\sigma_x=\nu\sigma_z/(1-\nu)$. Then

$$\varepsilon_z=\frac{\sigma_z-2\nu\sigma_x}{E}
=\frac{\sigma_z}{E}\,\frac{1-\nu-2\nu^2}{1-\nu},$$

and, because $1-\nu-2\nu^2=(1+\nu)(1-2\nu)$,

$$M=\frac{\sigma_z}{\varepsilon_z}=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)}.$$

For $\nu=0.17$ this is 75.2 GPa. Replacing $E$ by $M$ raises the strength to 10.1 GPa, a change of about 4%.

### A flaw

Consider a crack of half-length $a$ through a wide, thin sheet under remote tension $\sigma$ along $y$. The crack lies on $y=0$, $|x|<a$. With $z=x+iy$, set

$$\Phi=\sigma\sqrt{z^2-a^2},\qquad Z=\Phi'=\frac{\sigma z}{\sqrt{z^2-a^2}},$$

and try the stresses

$$\sigma_{xx}=\operatorname{Re}Z-y\operatorname{Im}Z',\quad
\sigma_{yy}=\operatorname{Re}Z+y\operatorname{Im}Z',\quad
\sigma_{xy}=-y\operatorname{Re}Z'.$$

For an analytic function $f$, $\partial_y\operatorname{Re}f=-\operatorname{Im}f'$ and $\partial_y\operatorname{Im}f=\operatorname{Re}f'$. The two force balances are then

$$\partial_x\sigma_{xx}+\partial_y\sigma_{xy}
=\operatorname{Re}Z'-y\operatorname{Im}Z''-\operatorname{Re}Z'+y\operatorname{Im}Z''=0,$$

$$\partial_x\sigma_{xy}+\partial_y\sigma_{yy}
=-y\operatorname{Re}Z''-\operatorname{Im}Z'+\operatorname{Im}Z'+y\operatorname{Re}Z''=0.$$

The displacements

$$Eu=(1-\nu)\operatorname{Re}\Phi-(1+\nu)y\operatorname{Im}Z,\quad
Ev=2\operatorname{Im}\Phi-(1+\nu)y\operatorname{Re}Z$$

satisfy Hooke's law, since differentiation gives

$$E\partial_xu=(1-\nu)\operatorname{Re}Z-(1+\nu)y\operatorname{Im}Z'=\sigma_{xx}-\nu\sigma_{yy},$$

$$E\partial_yv=(1-\nu)\operatorname{Re}Z+(1+\nu)y\operatorname{Im}Z'=\sigma_{yy}-\nu\sigma_{xx},$$

$$E(\partial_yu+\partial_xv)=-2(1+\nu)y\operatorname{Re}Z'=2(1+\nu)\sigma_{xy}.$$

On the crack faces $Z$ is imaginary and $y=0$, so both tractions vanish. Far away $Z\to\sigma$. This also gives a lateral stress $\sigma_{xx}=\sigma$, which is removed by adding a uniform $-\sigma$ along $x$. That addition puts no traction on the faces and does not open them.

The upper face moves by $v=(2\sigma/E)\sqrt{a^2-x^2}$ and the lower face by the opposite amount. The opened area is

$$\int_{-a}^{a}2v\,dx=\frac{4\sigma}{E}\,\frac{\pi a^2}{2}=\frac{2\pi\sigma a^2}{E}.$$

Now imagine cutting the loaded sheet while holding the faces with traction $\sigma$, then reducing that traction slowly to zero. The opening grows linearly as the traction falls, so the energy of sheet and load drops by half the product of $\sigma$ and the opened area, $\pi\sigma^2a^2/E$ per thickness. The two faces cost $4\gamma a$. The net energy $4\gamma a-\pi\sigma^2a^2/E$ is greatest when $4\gamma=2\pi\sigma^2a/E$, beyond which growth lowers the energy:

$$\sigma_G=\sqrt{\frac{2\gamma E}{\pi a}},\qquad
\frac{\sigma_c}{\sigma_G}=\frac1e\sqrt{\frac{\pi a}{d}}.$$

For $a=10$ nm, $\sigma_G=2.6$ GPa, smaller than the ideal strength by a factor 3.8. The ratio contains neither $\gamma$ nor $E$. It assumes $a\gg d$, since continuum elasticity does not describe a flaw of atomic size. It also neglects the zone at the crack tip where the separating faces still attract each other. For the universal curve, that zone lowers the failure stress by about 6% at $a=10$ nm and by about 14% at $a=3$ nm.

### Heat

Under constant stress $\sigma=s\sigma_c$, with $0<s<1$, the energy per area including the load is $W-\sigma\delta=2\gamma[1-(1+x)e^{-x}-qx]$, where $q=s/e$. It is stationary where $xe^{-x}=q$. The smaller root $x_1$ is the stretched state and the larger root $x_2$ is the top of the barrier. At either root $(1+x)e^{-x}=q/x+q$, so the barrier per area is

$$B=2\gamma\left[q\left(\frac1{x_1}-\frac1{x_2}\right)-q(x_2-x_1)\right].$$

It tends to $2\gamma$ as $s\to0$ and vanishes at $s=1$, where the roots meet.

Consider first a single patch of area $d^2=0.09$ nm², free to open without straining any neighbours, with attempt rate $f=10^{13}$ s⁻¹ and escape rate $f\exp(-Bd^2/k_BT)$. Survival for a typical time $t=1$ s requires $Bd^2=k_BT\ln(ft)$. At 300 K this is 0.774 eV, against a full separation energy $2\gamma d^2=1.685$ eV. The corresponding stress is 0.32 of ideal, or 3.1 GPa. At 400 K it is 0.20 of ideal, or 2.0 GPa.

For $n$ independent patches $\ln(ft)$ becomes $\ln(nft)$, and with $n=10^7$ the stress for a first opening at 300 K falls to 0.14 of ideal, or 1.4 GPa.

These figures do not carry over to a continuous film, where a patch cannot open without straining the solid around it. A standard result, quoted here without derivation, gives the energy of a flat round crack of radius $a$ in a large elastic body under tension $\sigma$ as

$$2\pi\gamma a^2-\frac{8(1-\nu^2)\sigma^2a^3}{3E}.$$

It is greatest at $a=\pi\gamma E/[2(1-\nu^2)\sigma^2]$, where it equals $2\pi\gamma a^2/3$. At 3.1 GPa the radius is about 18 nm and the barrier about 6000 eV, against 0.77 eV for the free patch. In this model, heat alone does not break a flawless film at such stresses.

## Reading the result for real dielectrics

For a real dense silica film, 9.7 GPa is a flawless reference scale, not an expected working strength. Nor is it an upper bound, since another force curve or a smaller effective spacing gives a higher value, as shown above. It is not a lower bound for flawless material either, because instability by shear or sideways motion is left out. The assumption most plainly broken is the absence of flaws: the 10 nm crack brings the number down to 2.6 GPa. If crack growth meets a rough resistance of 8 J/m² instead of $2\gamma=3$ J/m², the sharp-crack formula gives 4.2 GPa. Both values refer to a through-crack in a free sheet; a substrate and a different flaw shape would change them. The second is also less secure. A larger resistance at the same peak traction means a longer tip zone, which for the universal curve shape lowers 4.2 GPa by about 12%, and a flaw this small may not meet the full resistance measured on long cracks. Chemical attack by water is also left out. Finally, the curve shape is not that of silica glass: the universal curve softens from the first strain, whereas silica fibres are measured to stiffen in tension at small strain, and pristine fibres tested in inert conditions are reported to break above 10 GPa at strains well below 0.38. The 9.7 GPa and the peak strain describe the model, not the measured stress-strain curve of silica.

Porous organosilicate films call for more caution. With rough values $E=8$ GPa and $\gamma=1.0$ J/m², and with $d$ held at 0.30 nm, the formula returns 2.7 GPa. But $\lambda=0.27$ nm, so the peak strain is 0.91: a gap would nearly double its width before reaching its greatest traction. A plausible reason, not tested here, is that the low film modulus reflects pores and bending of the network, so that $E/d$ is not the stiffness of a bonded layer. The 2.7 GPa should then not be used as a bond-scale strength. A large ratio $\sqrt{2\gamma/(Ed)}$ is a warning that the gap stiffness needs to be found separately before the formula is applied. A small ratio is no guarantee: in the Morse stack above it is only 0.26, yet the two stiffnesses already differ by 12%.

Most of the values quoted are in the numerical output below.

## Numbers as computed

```
Dense silica film, rough typical inputs
Young's modulus E = 70 GPa
surface energy gamma = 1.50 J/m^2
work of separation 2*gamma = 3.00 J/m^2
effective layer spacing d = 0.30 nm
Poisson ratio = 0.17
Main results
gap stiffness E/d = 233.3 GPa/nm
length lambda = 0.1134 nm
strain at peak lambda/d = 0.378
ideal strength, formula = 9.733 GPa
ideal strength, numerical peak = 9.733 GPa
ideal strength = 60.75 eV/nm^3
energy fraction stored at peak = 0.2642
modulus from strained stack = 70.000 GPa
traction at 0.5 lambda = 8.024 GPa
traction at 1.0 lambda = 9.733 GPa
traction at 2.0 lambda = 7.161 GPa
traction at 4.0 lambda = 1.938 GPa
Stack stability, Hessian in units 2*gamma/lambda^2
lowest eigenvalue at 0.97 lambda = 0.00173
highest eigenvalue at 1.03 lambda = -0.00163
Shape coefficient c (no unit)
universal curve = 0.3679
Morse = 0.3536
half-sine traction = 0.7071
half-sine strength = 18.71 GPa
Longer-ranged Morse stack (reduced units)
inverse range alpha = 3.0, spacing = 0.9640
rigid/uniform gap stiffness = 1.117
true peak / formula = 1.016
Neglected effects, silica example
strength with d = 0.16 nm: 13.33 GPa
constrained modulus = 75.24 GPa
strength with clamped sides = 10.09 GPa
flaw half-length = 10 nm
Griffith strength, 2*gamma = 2.59 GPa
ideal / Griffith strength = 3.76
rough crack resistance = 8.0 J/m^2
Griffith strength, that resistance = 4.22 GPa
patch area d^2 = 0.090 nm^2
patch energy 2*gamma*d^2 = 1.685 eV
attempt rate = 1e+13 1/s, time = 1 s
300 K: barrier needed = 0.774 eV
300 K: stress = 0.321 of ideal, 3.13 GPa
400 K: barrier needed = 1.032 eV
400 K: stress = 0.203 of ideal, 1.98 GPa
Porous organosilicate regime, rough inputs, same d
E = 8 GPa, gamma = 1.0 J/m^2
lambda = 0.274 nm
strain at peak = 0.913
formula strength = 2.69 GPa
```
